Why monolayer MoS2 resists bending more than graphene

**1. What symmetry and dimensions fix**

Bend a flat sheet into a cylinder of radius R, so that its curvature is κ = 1/R. Let the sheet be mirror symmetric about its middle, as graphene and monolayer MoS2 both are. Reversing the sign of κ then gives the same energy, and the leading energy per area is quadratic:

U_bend = ½Dκ².

Since U is an energy per area and κ an inverse length, D is an energy. Stretching the sheet by a strain ε costs

U_stretch = ½Cε²,

where ε has no dimension and C is an energy per area. The two coefficients must therefore be related by

D = Cℓ²,

with ℓ a length. A small C does not imply a small D, because the two sheets may differ in ℓ. The task is to find which length enters. The layer spacing in the bulk crystal and the distance between atomic planes within one sheet are both candidates, and for graphene, which has a single plane, they give very different answers.

The model treats each atomic plane as an elastic sheet of no thickness. Graphene has one plane. MoS2 has three: S at height +d, Mo at 0 and S at −d. The planes are bonded together. Temperature is zero until section 8, and energies are kept to second order in strain and curvature. Numbers are in eV and Å unless another unit is given.

**2. The stretching stiffness that enters bending**

Young's modulus Y of a sheet is defined with the sides free to contract. In a cylindrical bend the direction y along the axis stays straight. One side of the sheet would like to contract along y and the other to expand. A small free patch would yield by curving the opposite way along y, with curvature −νκ, which lowers its rigidity by the factor 1 − ν². With the axis held straight all planes share one ε_yy, and mirror symmetry makes it zero. For an isotropic sheet with stress σ (a force per length) and Poisson ratio ν,

ε_yy = (σ_yy − νσ_xx)/Y = 0, so σ_yy = νσ_xx,

ε_xx = (σ_xx − νσ_yy)/Y = (1 − ν²)σ_xx/Y.

The ratio σ_xx/ε_xx is the stiffness needed here:

C = Y/(1 − ν²).

Rough typical values are Y = 21 eV/Å² and ν = 0.17 for graphene, and Y = 7.7 eV/Å² and ν = 0.25 for MoS2. In engineering units the two moduli are 336 and 123 N/m. Then

C(graphene) = 21/(1 − 0.17²) = 21.6 eV/Å²,

C(MoS2) = 7.7/(1 − 0.25²) = 8.2 eV/Å².

The ratio is 0.38. If ℓ were the same for both sheets, MoS2 would be the easier one to bend by that factor.

These are moduli per area of sheet, not per volume. No thickness has been assigned to either sheet.

**3. The contribution of separated planes**

Let plane i lie at height z_i, with plane-strain stiffness C_i and a bending rigidity b_i of its own. Suppose for now that the bonds between planes keep lines normal to the sheet straight and normal. A line at height z on the outer side of the bend has its length multiplied by (R + z)/R = 1 + κz. If the reference surface z = 0 also has a strain ε₀, then to first order

ε_i = ε₀ + κz_i,

U = ½ Σ C_i(ε₀ + κz_i)² + ½κ² Σ b_i.

No external force stretches the sheet, so ε₀ takes the value of least energy:

∂U/∂ε₀ = Σ C_i(ε₀ + κz_i) = 0, so ε₀ = −κz̄, with z̄ = Σ C_i z_i / Σ C_i.

The height z̄ is the neutral surface, where the strain vanishes. Inserting ε₀ gives ε_i = κ(z_i − z̄), and comparison with ½Dκ² gives

D = Σ b_i + Σ C_i(z_i − z̄)².

Stretching measures the sum of the stiffnesses, while bending measures their second moment about the neutral surface. A plane that lies on the neutral surface adds to C and adds nothing to the second moment.

For graphene there is one plane, z₁ = z̄, and the second moment is zero:

D(graphene) = b.

The geometrical reason is that a single surface can be rolled into a cylinder without changing any length within it. However large its in-plane stiffness, that stiffness is not called upon. The rigidity that graphene does have must come from a dependence of the energy on something other than lengths in the plane, such as the angles between bonds and between neighbouring orbitals. The elastic-plane model does not contain this. The value b = 1.5 eV is a rough input here, not a result.

For MoS2 the two S planes have equal stiffness C_S, so z̄ = 0 and the Mo plane drops out:

D(MoS2) = C_S d² + C_S(−d)² = 2C_S d²,

where the b_i of the three planes have been neglected. With f = 2C_S/C, the share of the total stiffness that lies in the outer planes,

D(MoS2) = f C d².

The length of section 1 is thus ℓ = d√f for MoS2. It is set by the distance between bonded atomic planes.

**4. Weighing the two factors**

The stiffness C does not reveal how it is divided among the planes. The simplest assumption is an equal division, f = 2/3, so that C_S = 8.21/3 = 2.74 eV/Å². With d = 1.56 Å,

D(MoS2) = 2 × 2.738 × 1.56² = 13.3 eV = 2.13 × 10⁻¹⁸ J,

against 1.5 eV = 2.4 × 10⁻¹⁹ J for graphene. The ratio is 8.9. Writing ℓ = √(D/C) separates its two causes:

ℓ(graphene) = √(1.5/21.62) = 0.263 Å,

ℓ(MoS2) = √(13.33/8.213) = 1.27 Å.

MoS2 loses a factor 0.38 in C and gains (1.27/0.263)² ≈ 23 in ℓ². The product is close to 9.

The second moment can be checked numerically. The geometry used builds in the same linear strain law, so the check covers the algebra and the position of the neutral surface, not that law. Take three concentric rings of 1000 straight bonds, each bond 3.0 Å long when unstrained, with the same C_S and d, and let the common radius relax. The energy of the rings gives D = 13.33 eV, in agreement with the formula. A single ring of the same kind relaxes to zero energy within numerical error, as it must, since every bond can keep its rest length. Stretch bonds that are unstressed in the flat sheet give one plane no rigidity. Bonds of different range that are stressed against each other can give some, because straight-line distances between atoms shorten in a bend.

The contrast between stretching and bending shows in the energies per area. For a 1 % stretch at fixed width, ½Cε² gives

graphene: ½ × 21.62 × 0.01² = 1.08 × 10⁻³ eV/Å²,

MoS2: ½ × 8.213 × 0.01² = 4.1 × 10⁻⁴ eV/Å².

For a bend to R = 100 Å, ½D/R² gives

graphene: ½ × 1.5/100² = 7.5 × 10⁻⁵ eV/Å²,

MoS2: ½ × 13.33/100² = 6.7 × 10⁻⁴ eV/Å².

The order is reversed. In the bent MoS2 the S planes are strained by ±d/R = ±1.56 %, one stretched and one compressed, and their elastic energy is the whole of the last number.

**5. How much depends on the equal division**

The conclusion does not need f = 2/3. If the planes' own rigidities b_i add up to zero or more, MoS2 is the stiffer sheet in bending whenever f C d² > b(graphene), that is, for

f > f_min = b(graphene)/(C d²) = 1.5/19.99 = 0.075.

It is enough that the two S planes together carry 8 % of the stiffness. The opposite extreme, f = 1, gives 20 eV.

The other inputs are rough too. Lower C and d of MoS2 by 20 % each, raise the rigidity of graphene by 20 %, and take f = 1/3, half the equal-plane value. The ratio D(MoS2)/D(graphene) is then still 1.9. The ordering survives these changes, whereas the factor 9 does not. With the same shifts in C, d and b, f would have to fall below 0.18 to reverse the ordering.

There is also a question of meaning. The Mo–S bonds connect the planes, so the energy may contain products of strains in different planes. In general

U = ½ Σ_ij K_ij ε_i ε_j.

A uniform stretch gives C = Σ_ij K_ij. A bend has strains κd, 0 and −κd in the upper, middle and lower planes. With K_SS for one S plane and K_SS′ for the product of the two,

U = ½κ²d²(K_SS + K_SS − 2K_SS′), so D = 2d²(K_SS − K_SS′).

One can still define f = D/(C d²), and the threshold still applies to it. This f is an effective number, however, and no longer strictly a share between 0 and 1.

**6. Why the planes must be bonded**

Separation alone is not sufficient. Three sheets that slide freely over one another would each bend as a single plane. To see how the bonds matter, let the planes shift in-plane by u_t, u_m and u_b (top, middle, bottom) while sharing the height profile h(x). A rigid rotation by a small angle h′ moves the top plane by −dh′ relative to the middle one and strains no bond. The slip that does strain the bonds is therefore

upper pair: u_t − u_m + dh′,

lower pair: u_m − u_b + dh′.

Each pair has a shear spring g_s per area. Write u_t = v + w and u_b = v − w. The two slips become (w + dh′) ± (v − u_m), and the sum of their squares is 2(w + dh′)² + 2(v − u_m)². The variables v and u_m are not driven by h, so the least energy has v = u_m = 0. What remains per area is

U = C_S w′² + g_s(w + dh′)².

Take h = a cos qx, so that dh′ = −dqa sin qx, and w = W sin qx. The averages of sin² and cos² are ½, which gives

⟨U⟩ = ½[C_S q²W² + g_s(W − dqa)²].

Setting the derivative with respect to W to zero gives W = g_s dqa/(C_S q² + g_s), and then

⟨U⟩ = ½ · C_S q² g_s/(C_S q² + g_s) · d²q²a².

The bending energy to be matched is ½D⟨h″²⟩ = ¼Dq⁴a². Hence

D(q) = 2C_S d² / (1 + C_S q²/g_s).

For long waves the full 2C_S d² returns for any nonzero g_s, because slip would then have to build up over a long distance. For g_s → 0 at fixed q the rigidity vanishes. Both the separation and the bonding are thus needed.

The spring can be estimated from a lattice vibration in which the S planes move in opposite directions along the sheet and Mo stays at rest. Each S atom of mass m then feels the spring of one cell area A, so mω² = g_s A. With a phonon energy of roughly 0.035 eV, the S mass of 32.06 u and A = (√3/2) × 3.17² Å², this gives g_s = 1.08 eV/Å⁴. Any direct force between the two S planes is lumped into this value. For a wavelength of 100 Å,

C_S q²/g_s = (2.738/1.08) × (2π/100)² = 0.010,

a loss of 1 % relative to the long-wave D. At 12 Å the formula gives 7.86 eV, well below 13.3 eV, and a direct minimisation over the shifts of all three planes on a grid agrees with it. A wavelength of 12 Å is only about four lattice constants, so the continuum picture is being strained there; the number shows the trend.

**7. Two other contributions: a filled thickness and a changing thickness**

A uniform elastic plate of thickness t spreads its stiffness evenly, C/t per unit height. Its second moment is

D = ∫ (C/t) z² dz from −t/2 to t/2 = (C/t) · 2(t/2)³/3 = Ct²/12.

If t is taken as the layer spacing in the bulk crystal, 3.35 Å for graphite and 6.15 Å for MoS2, then

graphene: 21.62 × 3.35²/12 = 20 eV,

MoS2: 8.213 × 6.15²/12 = 26 eV.

The graphene value is some 13 times the input of 1.5 eV. The plate picture puts stiff material at heights where a single atomic plane has none. It keeps the right ordering for these inputs, but it reduces the ratio from about 9 to 1.3 and hides the cause. The layer spacing in a bulk crystal tells how closely separate layers pack. It does not tell where the stiff bonds lie.

A real MoS2 layer also changes its thickness when strained. Let δ₊ and δ₋ be the changes of the upper and lower Mo–S spacing, with a normal spring k per area, and let g couple each spacing to the mean strain ε̄± of its two planes:

U = ½C₀ₚ Σ ε_i² + Σ± (½kδ±² + gδ±ε̄±).

Here C₀ₚ is the stiffness of each of three equal planes at fixed spacing, and C₀ = 3C₀ₚ. Setting ∂U/∂δ± = 0 gives δ± = −(g/k)ε̄±, and each half then lowers the energy by ½Pε̄±², with P = g²/k.

In a uniform stretch ε̄± = ε in both halves, so the measured stiffness is

C = C₀ − 2P.

In a bend ε̄± = ±κd/2: one half becomes thinner and the other thicker. The reduction of D is 2P(d/2)² = Pd²/2, and

D = (2/3)C₀d² − ½Pd² = d²[(2/3)(C + 2P) − ½P] = d²(2C/3 + 5P/6).

With this coupling, at fixed measured C the relaxation raises the predicted D. It softens stretching more than bending, so the planes must be stiffer underneath than C suggests. The sign depends on the assumed coupling. If each spacing couples to αε_S + (1 − α)ε_Mo, the reduction in a bend is 2Pα²d² and D = d²[2C/3 + P(4/3 − 2α²)]. This rises only for α < √(2/3) ≈ 0.82; the mean strain is α = ½.

Define the thickness ratio ν_z by δ = −ν_z dε, so that g/k = ν_z d and P = kν_z²d². The vibration in which the S planes move oppositely along the normal, at roughly 0.050 eV, gives k = 2.2 eV/Å⁴ by the same relation as before; the same k is assumed for both patterns of spacing change. With a rough ν_z = 0.3,

P = 2.2 × (0.3 × 1.56)² = 0.48 eV/Å²,

and D rises from 13.3 to 14.3 eV, by 7 %.

**8. Where the bare rigidity stops deciding**

At finite temperature a free sheet ripples, and a ripple curved in two directions cannot avoid stretching. A first estimate of the size at which this matters comes from one mode, h = A sin qx sin qy, on a square of side L = π/q whose edges stay straight but may draw in freely, so that the mean stress is zero.

For this mode ∇²h = −2q²h and ⟨h²⟩ = A²/4. The Gaussian curvature averages to zero over the square, so the bending energy per area is

½D⟨(∇²h)²⟩ = ½D · 4q⁴ · A²/4 = ½Dq⁴A².

For the stretching energy, the in-plane strain is ε_ij = ½(∂_i u_j + ∂_j u_i) + ½ ∂_i h ∂_j h. The combination ∂_y²ε_xx + ∂_x²ε_yy − 2∂_x∂_yε_xy removes u and leaves h_xy² − h_xx h_yy, where subscripts on h denote derivatives. In-plane forces balance if σ_xx = χ_yy, σ_yy = χ_xx and σ_xy = −χ_xy. Hooke's law, with ε_xy = (1 + ν)σ_xy/Y, turns the same combination into ∇⁴χ/Y, since the terms in ν cancel. Hence

∇⁴χ = Y(h_xy² − h_xx h_yy)

= YA²q⁴(cos²qx cos²qy − sin²qx sin²qy)

= ½YA²q⁴(cos 2qx + cos 2qy).

Each cosine is multiplied by 16q⁴ under ∇⁴, so χ = (YA²/32)(cos 2qx + cos 2qy). The stresses are

σ_xx = −(YA²q²/8) cos 2qy, σ_yy = −(YA²q²/8) cos 2qx, σ_xy = 0.

The energy per area is ⟨σ_xx² + σ_yy² − 2νσ_xxσ_yy⟩/(2Y). The squares average to ½ each and the product to zero:

U_stretch = (1/2Y)(YA²q²/8)² = YA⁴q⁴/128.

A separate solution for the displacements u, with Y = 21 eV/Å², A = 0.7 Å and ν = 0, 0.17 and 0.4, reproduces this value in all three cases.

Stretching divided by bending is YA²/(64D). Classical equipartition in the bending energy, L² · ½Dq⁴A² = ½k_BT, gives A² = k_BT L²/(π⁴D). The ratio reaches one at

L = 8π²D/√(Y k_BT).

At 300 K, k_BT = 0.0259 eV, and L is about 160 Å for graphene and 2400 Å for MoS2 with equal planes. Far below these sizes the bare D governs the ripples of each sheet. The harmonic picture fails before they are reached, first for graphene: with the quartic stretching term kept in the Boltzmann average, the mean square amplitude of this one mode is 0.79 of the harmonic value at a quarter of the size and 0.37 at the size itself. A real sheet carries many ripples at once, and each is also stiffened by the stretching it shares with the others, so the change sets in at sizes several times smaller than this one-mode estimate gives. The estimate does not give the effective rigidity beyond the change, and no ordering of the two sheets is claimed there.

**9. The model beside the real sheets**

The moduli, plane spacing and phonon energies used here are of the size found for the real monolayers. First-principles calculations put D of MoS2 at roughly 10 eV, so equal planes overshoot by about a third of that value. The rough figure corresponds to f = 10/19.99 = 0.50 instead of 0.67. Spacing relaxation of the size estimated does not explain the difference: it raises D to 14.3 eV when coupled to the mean strain and lowers it only to 12.5 eV when coupled to the S strain alone. Slip at long wavelengths is too small. A softer share of the S planes, coupling between plane strains, or shifts of the S atoms against Mo within the layer could account for it; the model does not decide among them.

The comparison also assumes a small or cold sheet, in which thermal ripples do not matter. For a square with the edges of section 8 and a side of 10⁴ Å (1 µm) at 300 K, the ratio of stretching to bending energy in section 8, which grows as L², would be nearly 20 for MoS2 and several thousand for graphene. Such values mean that the harmonic estimate has broken down, not that D is multiplied by them. The comparison of 13 eV, or roughly 10 eV, with 1.5 eV applies to the bare rigidities, as they enter a smooth cylindrical bend with a radius much larger than d. The values behind each estimate are listed in the numerical output below.

Calculated quantities

```
Rough inputs
graphene Y: 21 eV/A^2
graphene Poisson ratio: 0.17
graphene D (input): 1.5 eV
graphene bulk layer spacing: 3.35 A
MoS2 Y: 7.7 eV/A^2
MoS2 Poisson ratio: 0.25
MoS2 Mo-S plane spacing d: 1.56 A
MoS2 bulk layer spacing: 6.15 A
MoS2 lattice constant: 3.17 A
S mass: 32.06 u
S normal phonon: 0.05 eV
S shear phonon: 0.035 eV
thickness Poisson ratio: 0.3
MoS2 D, rough first-principles size: 10 eV
temperature: 300 K
Main results
graphene Y converted: 336 N/m
MoS2 Y converted: 123 N/m
graphene C: 21.62 eV/A^2
MoS2 C: 8.213 eV/A^2
stiffness per MoS2 plane: 2.738 eV/A^2
MoS2 D, equal planes: 13.33 eV
MoS2 D from relaxed rings: 13.33 eV
MoS2 D converted: 2.13e-18 J
graphene D converted: 2.4e-19 J
MoS2 D, all stiffness in S planes: 19.99 eV
D ratio MoS2/graphene: 8.88
C ratio MoS2/graphene: 0.38
graphene length sqrt(D/C): 0.263 A
MoS2 length sqrt(D/C): 1.27 A
threshold share f_min: 0.075
share f implied by rough D: 0.5
D ratio, pessimistic inputs, f=1/3: 1.9
uniform-plate D, graphene: 20.2 eV
uniform-plate D, MoS2: 25.9 eV
Stretch by 1 % and bend to radius 100 A
stretch energy, graphene: 0.00108 eV/A^2
stretch energy, MoS2: 0.000411 eV/A^2
bend energy, graphene: 7.5e-05 eV/A^2
bend energy, MoS2: 0.000666 eV/A^2
outer S-plane strain: 1.56 %
Neglected effects
normal spring per area k: 2.2 eV/A^4
shear spring per area g_s: 1.08 eV/A^4
slip loss of D at 100 A wave: 0.991 %
D with slip at 12 A wave, grid: 7.859 eV
D with slip at 12 A wave, formula: 7.86 eV
spacing relaxation P: 0.483 eV/A^2
MoS2 D with spacing relaxation: 14.3 eV
thermal energy: 0.0259 eV
thermal ripple size, graphene: 1.6e+02 A
thermal ripple size, MoS2: 2.4e+03 A
```
